\section*{Steady Dangling-Bond Fraction under Atomic Hydrogen: Independence of Flux}

\section{A defect that every reaction flips}

A dangling bond at an interface, written D, is electrically active. An arriving hydrogen atom can bond to it and passivate it. A later atom can remove the bonded hydrogen and leave as a molecule:
\begin{align}
\mathrm{D}+\mathrm{H}&\to\mathrm{DH}, &
\mathrm{DH}+\mathrm{H}&\to\mathrm{D}+\mathrm{H_2}.
\end{align}
Suppose first that the two reactions are equally likely. Each reaction then flips the defect, and the chance of a further reaction is the same in either state. A defect that starts active is active again after an even number of reactions.

If the reactions occur at random with mean number $m$ up to time $t$, the probability of $n$ reactions is the Poisson probability $e^{-m}m^n/n!$. The probability of being active is the sum over even $n$:
\begin{equation}
f(t)=e^{-m}\sum_{n\ \mathrm{even}}\frac{m^n}{n!}
=e^{-m}\cosh m=\frac{1+e^{-2m}}{2}.
\label{eq:parity}
\end{equation}
As the mean number of reactions grows, $f$ tends to $1/2$. A larger flux makes $m$ grow faster, so one half is approached sooner, but the limit is the same. In this limit more hydrogen does not leave more defects passivated, because it speeds up passivation and activation by the same factor.

\section{The model and the general statement}

Let $N_0$ be the number of defect sites per unit area and $f$ the fraction that is active. The remaining fraction $1-f$ is passivated. The sites are identical, do not influence one another, and are fixed in number: hydrogen neither creates nor removes sites. Let $F$ be the flux of hydrogen atoms at the defects, which need not equal the flux leaving the source. The effective cross-sections $\sigma_p$ for passivation and $\sigma_a$ for abstraction are defined by
\begin{align}
\text{passivation rate of an active site}&=\sigma_pF,\\
\text{abstraction rate of a passivated site}&=\sigma_aF.
\end{align}
Both cross-sections are positive. They are averages over the energies and directions of the atoms and may depend on temperature. These conditions are held fixed when the flux is changed.

If no other reaction changes the state of a site, and if the accumulated flux grows without limit, every initial state tends to
\begin{equation}
f_\infty=\frac{\sigma_a}{\sigma_p+\sigma_a}.
\label{eq:result}
\end{equation}
The flux is absent from this expression. I write $S=\sigma_p+\sigma_a$ below.

\section{First derivation: balance of populations}

In a short time $dt$, active sites are lost by passivation and gained by abstraction. Per unit area the loss is $N_0f\,\sigma_pF\,dt$ and the gain is $N_0(1-f)\,\sigma_aF\,dt$. Dividing the net change by $N_0\,dt$ gives
\begin{align}
\frac{df}{dt}&=-\sigma_pFf+\sigma_aF(1-f)\nonumber\\
&=F\left[\sigma_a-(\sigma_p+\sigma_a)f\right]
=F(\sigma_a-Sf).
\label{eq:rate}
\end{align}
For $F>0$ the derivative vanishes when $\sigma_a=Sf$, which is Eq.~\eqref{eq:result}. The flux cancels because it multiplies both the gain and the loss.

A stationary point must also be reached. Let $u=f-f_\infty$. Since $\sigma_a=Sf_\infty$, Eq.~\eqref{eq:rate} becomes $du/dt=-SFu$. Define the fluence, the number of atoms that have arrived per unit area, as
\begin{equation}
\Phi(t)=\int_0^tF(t')\,dt',\qquad \frac{d\Phi}{dt}=F(t).
\end{equation}
Then
\begin{equation}
\frac{d}{dt}\left(u\,e^{S\Phi}\right)
=e^{S\Phi}\left(\frac{du}{dt}+SFu\right)=0,
\end{equation}
so $u\,e^{S\Phi}$ keeps its initial value $f_0-f_\infty$, and
\begin{equation}
f(t)=f_\infty+(f_0-f_\infty)e^{-S\Phi(t)}.
\label{eq:fluence}
\end{equation}
This holds for a flux that varies in time. The steady value is approached when $S\Phi\gg1$. If the source is switched off earlier, $f$ stays at the value given by the fluence delivered so far. At $F=0$ every $f$ is stationary, so the statement concerns long exposure at nonzero flux, however small, and not the absence of flux.

For $\sigma_a\ll\sigma_p$, Eq.~\eqref{eq:result} gives $f_\infty\simeq\sigma_a/\sigma_p$: even weak abstraction leaves a residue of active defects that longer exposure cannot remove. For $\sigma_p=\sigma_a$ it gives the one half found at the start.

\section{Second derivation: the history of one defect}

Now follow a single site from one arriving atom to the next. Draw around it a target area $A$, at least as large as each cross-section. Atoms hit this area independently and at random, at the rate $AF$. A hit causes a reaction with probability $\sigma_p/A$ if the site is active and $\sigma_a/A$ if it is passivated.

Let $p_n$ be the probability that the site is active after $n$ hits. It is active after the next hit if it was active and did not react, or if it was passivated and did react:
\begin{align}
p_{n+1}&=\left(1-\frac{\sigma_p}{A}\right)p_n
+\frac{\sigma_a}{A}(1-p_n)\nonumber\\
&=\frac{\sigma_a}{A}+q\,p_n,
\qquad q=1-\frac{S}{A}.
\label{eq:hits}
\end{align}
No time and no flux occur here. The value $p_*$ that a hit leaves unchanged satisfies $(1-q)p_*=\sigma_a/A$. Because $1-q=S/A$,
\begin{equation}
p_*=\frac{\sigma_a/A}{S/A}=\frac{\sigma_a}{S}=f_\infty .
\end{equation}
Subtracting $p_*=\sigma_a/A+q\,p_*$ from Eq.~\eqref{eq:hits} gives $p_{n+1}-p_*=q(p_n-p_*)$, hence
\begin{equation}
p_n=f_\infty+(f_0-f_\infty)q^n .
\label{eq:pn}
\end{equation}

Time enters through the number of hits. Up to time $t$ this number has a Poisson distribution with mean $M=A\Phi(t)$, whatever the site has done. Averaging Eq.~\eqref{eq:pn} over it gives
\begin{align}
f(t)&=\sum_{n=0}^{\infty}e^{-M}\frac{M^n}{n!}\,p_n\nonumber\\
&=f_\infty+(f_0-f_\infty)e^{-M}\sum_{n=0}^{\infty}\frac{(qM)^n}{n!}\nonumber\\
&=f_\infty+(f_0-f_\infty)e^{-M(1-q)} .
\end{align}
The exponent is $M(1-q)=A\Phi\,S/A=S\Phi$. The arbitrary area has dropped out, and Eq.~\eqref{eq:fluence} is recovered without a differential equation. The opening case has $\sigma_p=\sigma_a=A$, so that $q=-1$ and $S\Phi=2M$, in agreement with Eq.~\eqref{eq:parity}.

The single history also shows what goes on in the steady state. At constant flux an active site waits on average $1/(\sigma_pF)$ for passivation, and a passivated site waits $1/(\sigma_aF)$ for abstraction. One full cycle takes
\begin{equation}
T=\frac{1}{\sigma_pF}+\frac{1}{\sigma_aF}
=\frac{\sigma_a+\sigma_p}{\sigma_p\sigma_aF}
=\frac{S}{\sigma_p\sigma_aF}.
\end{equation}
The active share of the cycle is $[1/(\sigma_pF)]/T=\sigma_a/S$, as it must be. Each cycle takes up two hydrogen atoms and releases one molecule, so the defects produce $\mathrm{H_2}$ at the rate per unit area
\begin{equation}
R=\frac{N_0}{T}=N_0F\,\frac{\sigma_p\sigma_a}{S}.
\label{eq:turnover}
\end{equation}
The occupancy is steady, but the sites are not at rest. They act as catalysts for the recombination of atomic hydrogen, and this turnover is proportional to the flux.

\section{A numerical case}

Take the round model values $\sigma_p=5\times10^{-16}\,\mathrm{cm^2}$, $\sigma_a=1\times10^{-16}\,\mathrm{cm^2}$ and $N_0=2\times10^{12}\,\mathrm{cm^{-2}}$. They describe no particular material. Then
\begin{equation}
f_\infty=\frac{1}{5+1}=0.1667,\qquad
N_0f_\infty=3.33\times10^{11}\,\mathrm{cm^{-2}} .
\end{equation}
One defect in six remains active. At $F=10^{13}\,\mathrm{cm^{-2}\,s^{-1}}$ a site is active for $1/(5\times10^{-3}\,\mathrm{s^{-1}})=200\,\mathrm{s}$ on average and passivated for $1000\,\mathrm{s}$. Ten times the flux shortens both times tenfold and leaves their ratio unchanged.

An atom-by-atom simulation of 4000 sites gives active fractions of 0.1673, 0.1667 and 0.1661 at fluxes of $10^{12}$, $10^{13}$ and $10^{14}\,\mathrm{cm^{-2}\,s^{-1}}$. The small decrease is not an effect of flux. The simulated fraction is the summed waiting time in the active state divided by the total waiting time, and a change of flux multiplies every waiting time by the same factor. The runs differ because they use different random numbers.

Equation~\eqref{eq:turnover} gives, at the middle flux,
\begin{equation}
R=(2\times10^{12})(10^{13})\,
\frac{5\times10^{-32}}{6\times10^{-16}}
=1.67\times10^{9}\,\mathrm{cm^{-2}\,s^{-1}} .
\end{equation}
The simulated rates at the three fluxes agree with the formula within 0.6\% of its value, while the rate itself grows a hundredfold.

To reduce the initial deviation to 1\% of its size, $e^{-S\Phi}=0.01$ is needed, so
\begin{equation}
\Phi_{99}=\frac{\ln100}{S}=7.68\times10^{15}\,\mathrm{cm^{-2}} .
\end{equation}
This takes about $7680\,\mathrm{s}$ at the lowest flux and $77\,\mathrm{s}$ at the highest. Samples compared after equal short times can therefore show different active fractions although their steady values agree.

The fluence law was also tested with a flux of mean $10^{13}\,\mathrm{cm^{-2}\,s^{-1}}$, modulated sinusoidally by 80\% with a period of $60\,\mathrm{s}$, starting at the mean value and rising. In $200\,\mathrm{s}$ it delivers $2.115\times10^{15}\,\mathrm{cm^{-2}}$, slightly more than the mean flux times the duration, because the exposure ends after a third of a period in which the flux was above its mean. Here $S\Phi=1.269$ and $e^{-S\Phi}=0.281$. An initially active interface reaches $0.1667+0.8333\times0.281=0.401$, and an initially passivated one $0.1667\,(1-0.281)=0.120$. Direct integration of Eq.~\eqref{eq:rate} gives the same values. The two interfaces are still far apart because the exposure is too short for a steady state.

\section{What each derivation assumes}

\subsection{Timing of the arrivals}

The balance of populations uses a reaction rate at each instant: the chance of a reaction in $dt$ depends on the present flux and the present state, not on the time since the last arrival. The history of one defect needs this randomness to obtain the factor $e^{-S\Phi}$ of Eq.~\eqref{eq:fluence} for any target area, but not for the steady value. With regular hits the deviation falls as $q^n$ with $n=A\Phi$, which depends on $A$ and approaches $e^{-S\Phi}$ only as $A$ becomes large compared with $S$. If atoms hit at regular intervals, Eq.~\eqref{eq:pn} still leads to $f_\infty$ provided $|q|<1$. In the case $q=-1$ with regular hits, a site of known initial state alternates for ever. Its time average is one half, but its probability of being active does not settle.

Both derivations assume that active and passivated sites see the same flux. If the local fluxes are $F_D$ at active sites and $F_{DH}$ at passivated sites, the steady balance $\sigma_pF_Df=\sigma_aF_{DH}(1-f)$ gives
\begin{equation}
f=\frac{\sigma_aF_{DH}}{\sigma_pF_D+\sigma_aF_{DH}} .
\end{equation}
This is independent of the overall flux only if the ratio $F_{DH}/F_D$ is.

\subsection{A flux that the defects help to set}

The flux need not be imposed from outside. Let $h$ be the areal density of mobile hydrogen atoms near the interface and $F=\nu h$ the flux they produce at the defects. With supply $G$, loss rate $k_L$ and recombination coefficient $k_R$,
\begin{equation}
\frac{dh}{dt}=G-k_Lh-k_Rh^2
-N_0\nu h\left[\sigma_pf+\sigma_a(1-f)\right].
\label{eq:reservoir}
\end{equation}
The last term counts one atom for each passivation and one for each abstraction. With many sites, $h$ responds to their average state, and each site sees a common flux $F(t)$. Equation~\eqref{eq:rate} keeps its form. For constant $G>0$ the density cannot stay near zero, since every loss term in Eq.~\eqref{eq:reservoir} vanishes with $h$ while the supply does not. The fluence therefore grows without limit, and $f$ tends to $f_\infty$.

For $\nu=10\,\mathrm{s^{-1}}$, $k_L=0.01\,\mathrm{s^{-1}}$ and $k_R=10^{-14}\,\mathrm{cm^2\,s^{-1}}$, raising the supply from $10^{10}$ to $10^{12}\,\mathrm{cm^{-2}\,s^{-1}}$ raises the local flux from $5.35\times10^{12}$ to $9.36\times10^{13}\,\mathrm{cm^{-2}\,s^{-1}}$, a factor of 17.5 instead of 100. Recombination is the reason. In the steady state $f=f_\infty$, so the other two loss terms in Eq.~\eqref{eq:reservoir} are proportional to $h$, and without recombination the local flux would be proportional to the supply. At the highest supply $h=F/\nu=9.36\times10^{12}\,\mathrm{cm^{-2}}$, so $k_Rh^2=8.8\times10^{11}\,\mathrm{cm^{-2}\,s^{-1}}$, or 88\% of the supply. At the lowest supply the same estimate gives 29\%. The active fraction is 0.1667 throughout.

\subsection{Reactions that do not need atomic hydrogen}

Both derivations assume that the site changes only when an atom arrives. Suppose instead that bonded hydrogen also dissociates thermally at the rate $r_d$, and that molecular hydrogen passivates active sites at the rate $r_p$, both independent of $F$. The history can no longer be counted in hits alone. The balance of populations needs two more terms:
\begin{equation}
\frac{df}{dt}=-(\sigma_pF+r_p)f+(\sigma_aF+r_d)(1-f).
\end{equation}
Let $r=r_p+r_d$, and let $f_{\mathrm{th}}=r_d/r$ be the steady fraction without atomic flux. Setting the derivative to zero, and using $\sigma_a=Sf_\infty$ and $r_d=rf_{\mathrm{th}}$, gives
\begin{equation}
f(F)=\frac{\sigma_aF+r_d}{SF+r}
=\frac{SF\,f_\infty+r\,f_{\mathrm{th}}}{SF+r}.
\end{equation}
This is an average of the two limiting fractions, weighted by the total rates of the two kinds of reaction. Subtracting $f_\infty$ and dividing numerator and denominator by $r$,
\begin{equation}
f(F)-f_\infty=\frac{r(f_{\mathrm{th}}-f_\infty)}{SF+r}
=\frac{f_{\mathrm{th}}-f_\infty}{1+F/F_c},
\qquad F_c=\frac{r}{S}.
\label{eq:crossover}
\end{equation}
Independence of flux is now a limit for $F\gg F_c$. The quotient rule shows when it survives at all fluxes:
\begin{align}
\frac{df}{dF}&=\frac{\sigma_a(SF+r)-S(\sigma_aF+r_d)}{(SF+r)^2}\nonumber\\
&=\frac{\sigma_a(r_p+r_d)-(\sigma_p+\sigma_a)r_d}{(SF+r)^2}
=\frac{\sigma_ar_p-\sigma_pr_d}{(SF+r)^2}.
\end{align}
The slope vanishes if $\sigma_ar_p=\sigma_pr_d$, that is, if the added reactions alone would give the same active fraction.

With $r_d=3\times10^{-5}\,\mathrm{s^{-1}}$ and $r_p=1\times10^{-5}\,\mathrm{s^{-1}}$, $f_{\mathrm{th}}=0.75$ and $F_c=6.67\times10^{10}\,\mathrm{cm^{-2}\,s^{-1}}$. The steady fraction falls from 0.674 at $10^{10}$ to 0.400 at $10^{11}$, 0.203 at $10^{12}$ and 0.1705 at $10^{13}\,\mathrm{cm^{-2}\,s^{-1}}$. Setting the deviation in Eq.~\eqref{eq:crossover} to 1\% of $f_\infty$ gives
\begin{equation}
F=F_c\left(\frac{0.75-0.1667}{0.01\times0.1667}-1\right)
=2.33\times10^{13}\,\mathrm{cm^{-2}\,s^{-1}} .
\end{equation}
This is about 350 times $F_c$. The plateau is approached slowly, because the deviation falls as $1/F$ at high flux.

\subsection{Equal order in the flux}

The cancellation in Eq.~\eqref{eq:rate} requires both rates to depend on flux in the same way. If abstraction instead had the rate $bF^2$, the steady balance $\sigma_pFf=bF^2(1-f)$ would give
\begin{equation}
\frac{f}{1-f}=\frac{bF}{\sigma_p}.
\end{equation}
For $b=10^{-29}\,\mathrm{cm^4\,s}$ the active fraction would be 0.020, 0.167 and 0.667 at $10^{12}$, $10^{13}$ and $10^{14}\,\mathrm{cm^{-2}\,s^{-1}}$. More hydrogen would then leave more defects active. In the history of one defect, the same change means that the reaction probability per hit depends on flux, so the flux no longer drops out of Eq.~\eqref{eq:hits}.

The two derivations thus locate the independence in the same place. In the first, the flux is a common factor of gain and loss. In the second, it sets how fast the hits follow one another but not what a hit does. Measured steady fractions that change with flux, at fixed temperature and with the energies and directions of the atoms distributed in the same way, would show that at least one assumption of the model fails. They would not by themselves show which one. An experiment usually measures the active density $N_0f$ and not the fraction. If hydrogen also creates new sites, this density can grow with exposure while $f$ stays near $f_\infty$, so the result carries over to the density only when $N_0$ is fixed. The numerical output gives the remaining values for the cases discussed here.

\section*{Table of computed values}
\begin{verbatim}
passivation cross-section: 5.0e-16 cm^2
abstraction cross-section: 1.0e-16 cm^2
site density: 2.0e+12 cm^-2
steady active fraction, formula: 0.1667
steady active density: 3.333e+11 cm^-2
simulated sites: 4000, counted hits per site: 400
flux 1e+12 cm^-2 s^-1: simulated fraction 0.1673
  H2 formation: simulated 1.672e+08, formula 1.667e+08 cm^-2 s^-1
flux 1e+13 cm^-2 s^-1: simulated fraction 0.1667
  H2 formation: simulated 1.666e+09, formula 1.667e+09 cm^-2 s^-1
flux 1e+14 cm^-2 s^-1: simulated fraction 0.1661
  H2 formation: simulated 1.658e+10, formula 1.667e+10 cm^-2 s^-1
modulated flux: mean 1e+13 cm^-2 s^-1, depth 0.8, period 60 s
  start 0, after 200 s: integrated 0.11980, fluence law 0.11980
  start 1, after 200 s: integrated 0.40098, fluence law 0.40098
  fluence delivered: 2.1146e+15 cm^-2
fluence for 99% relaxation: 7.675e+15 cm^-2
  time at flux 1e+12 cm^-2 s^-1: 7675.3 s
  time at flux 1e+13 cm^-2 s^-1: 767.5 s
  time at flux 1e+14 cm^-2 s^-1: 76.8 s
reservoir: encounter rate 10 s^-1, loss rate 0.01 s^-1
  recombination coefficient 1e-14 cm^2 s^-1
  supply 1e+10: local flux 5.352e+12 cm^-2 s^-1, fraction 0.1667
  supply 1e+11: local flux 2.565e+13 cm^-2 s^-1, fraction 0.1667
  supply 1e+12: local flux 9.356e+13 cm^-2 s^-1, fraction 0.1667
  local flux ratio for supply ratio 100: 17.48
dissociation rate: 3.0e-05 s^-1
molecular passivation rate: 1.0e-05 s^-1
active fraction without atomic flux: 0.7500
crossover flux: 6.667e+10 cm^-2 s^-1
  with thermal channels, flux 1e+10 cm^-2 s^-1: fraction 0.6739
  with thermal channels, flux 1e+11 cm^-2 s^-1: fraction 0.4000
  with thermal channels, flux 1e+12 cm^-2 s^-1: fraction 0.2031
  with thermal channels, flux 1e+13 cm^-2 s^-1: fraction 0.1705
  with thermal channels, flux 1e+14 cm^-2 s^-1: fraction 0.1671
slope at flux 1e+11 cm^-2 s^-1: -1.400e-12 cm^2 s
flux for 1% relative deviation: 2.327e+13 cm^-2 s^-1
matched molecular passivation rate: 1.5e-04 s^-1, fraction 0.1667
second-order abstraction coefficient: 1e-29 cm^4 s
  second order, flux 1e+12 cm^-2 s^-1: fraction 0.0196
  second order, flux 1e+13 cm^-2 s^-1: fraction 0.1667
  second order, flux 1e+14 cm^-2 s^-1: fraction 0.6667
\end{verbatim}
